# In-plane Hartree stress for a slab-truncated Coulomb kernel

## What goes wrong without the exponential's derivative

In a periodic calculation of a slab, the Coulomb interaction can be cut off along the normal so that repeated slabs do not interact. With a cutoff length $z_c$ of half the cell height, the cut adds a factor $1-c\,e^{-gz_c}$ to the kernel, where $g$ is the length of the in-plane wave vector and $c=\pm1$ is a sign derived below. Stretching the cell in its plane changes $g$, and therefore the exponential, even when the cutoff length $z_c$ stays put.

If a stress formula differentiates $4\pi/G^2$ but leaves the exponential alone, its stress is not the slope of its own energy. In the example below, $\partial E/\partial\varepsilon_{xx}$ then comes out as $-0.2546$ Ha instead of $-0.2674$ Ha, an error of 4.8% of the correct value. A relaxation of the cell with that stress would stop at a point that is not the energy minimum.

## Setting and conventions

Hartree atomic units are used. The cell has in-plane area $A$, height $L$ along $z$ and volume $\Omega=AL$. A reciprocal vector is $\mathbf G=(\mathbf G_\parallel,k)$, with $g=|\mathbf G_\parallel|$, $k=2\pi n/L$ and $G^2=g^2+k^2$. The density enters through

$$N(\mathbf G)=\int_{\rm cell}n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r,\qquad n(\mathbf r)=\frac1\Omega\sum_{\mathbf G}N(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.$$

The potential is the convolution of $n$ with the truncated interaction, so each plane wave is multiplied by the transform $v(\mathbf G)$. Half the integral of density times potential is

$$E=\frac12\int_{\rm cell}nV\,d^3r=\frac1{2\Omega}\sum_{\mathbf G}v(\mathbf G)|N(\mathbf G)|^2, \tag{1}$$

because $\int_{\rm cell}n\,e^{i\mathbf G\cdot\mathbf r}d^3r=N(\mathbf G)^*$.

The cutoff is $z_c=L/2$. The strain acts in the plane, with indices $a,b\in\{x,y\}$, so $L$ does not change and holding $z_c$ fixed is consistent with $z_c=L/2$.

## The truncated kernel

First transform $1/r$ in the plane. The potential of a unit point charge has in-plane component $f(z)$ obeying Poisson's equation,

$$f''-g^2f=-4\pi\delta(z).$$

The solution that decays on both sides is $f=Ce^{-g|z|}$. Its slope jumps by $-2gC$ at $z=0$, which must equal $-4\pi$. Hence $f=(2\pi/g)e^{-g|z|}$.

Now keep $|z|<z_c$ and transform along $z$. The function is even, so

$$v=\frac{4\pi}{g}\,{\rm Re}\int_0^{z_c}e^{-(g-ik)z}dz=\frac{4\pi}{g}\,{\rm Re}\,\frac{(g+ik)\left[1-e^{-gz_c}(\cos kz_c+i\sin kz_c)\right]}{g^2+k^2}.$$

The real part of the numerator is $g-e^{-gz_c}(g\cos kz_c-k\sin kz_c)$, which gives

$$v=\frac{4\pi}{G^2}\left[1-e^{-gz_c}\left(\cos kz_c-\frac kg\sin kz_c\right)\right].$$

With $z_c=L/2$ we have $kz_c=\pi n$. The sine vanishes and $c\equiv\cos kz_c=(-1)^n$:

$$v(\mathbf G)=\frac{4\pi}{G^2}\left[1-c\,e^{-gz_c}\right]. \tag{2}$$

At $g=0$ use the expansion $(2\pi/g)e^{-g|z|}=2\pi/g-2\pi|z|+O(g)$. The divergent constant does not depend on $z$. For a neutral total density it multiplies zero charge, and it is dropped. The remainder gives, for $k\neq0$,

$$-4\pi\int_0^{z_c}z\cos kz\,dz=-4\pi\left[\frac{z_c\sin kz_c}{k}+\frac{\cos kz_c-1}{k^2}\right]=\frac{4\pi(1-c)}{k^2},$$

in agreement with (2). For $k=0$ it gives $v(0)=-2\pi z_c^2$.

## What the truncation restores

The values $v(g,k)$ are the Fourier coefficients of $(2\pi/g)e^{-g|u|}$ on the interval $-L/2\le u\le L/2$. The Fourier series therefore returns that function:

$$\frac1L\sum_kv(g,k)e^{iku}=\frac{2\pi}{g}e^{-g|u|},\qquad |u|\le L/2. \tag{3}$$

Outside the interval the series repeats periodically: with $L=20$ bohr, charges 13 bohr apart interact as if they were 7 bohr apart. The energy is that of an isolated slab if all separations along $z$ stay within $L/2$, that is, if the density is no thicker than half the cell. Smooth tails beyond this limit cause an error set by their weight.

## How in-plane strain moves the ingredients

Let positions and lattice vectors change as $\mathbf r'=F\mathbf r$ with $F=1+\varepsilon$. Each entry $\varepsilon_{ab}$ is varied by itself. If $\varepsilon_{xy}$ and $\varepsilon_{yx}$ were varied together, the shear derivative would be twice as large.

A reciprocal vector keeps its integer labels, so $\mathbf G'\cdot\mathbf r'=\mathbf G\cdot\mathbf r$. This requires $F^T\mathbf G'=\mathbf G$. To first order,

$$G'_d=G_d-\sum_e\varepsilon_{ed}G_e\quad\Rightarrow\quad\frac{\partial G_d}{\partial\varepsilon_{ab}}=-\delta_{db}G_a.$$

Since $k$ is unchanged,

$$\frac{\partial G^2}{\partial\varepsilon_{ab}}=\frac{\partial g^2}{\partial\varepsilon_{ab}}=2\sum_dG_d(-\delta_{db}G_a)=-2G_aG_b,\qquad\frac{\partial g}{\partial\varepsilon_{ab}}=-\frac{G_aG_b}{g}. \tag{4}$$

The volume changes as $\Omega\det F$, so $\partial\Omega/\partial\varepsilon_{ab}=\Omega\,\delta_{ab}$.

The density is carried affinely: $n'(\mathbf r')d^3r'=n(\mathbf r)d^3r$. Phases and charge elements are both unchanged, so $N(\mathbf G)$ is constant. This is the case for orbitals $\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ with fixed coefficients, since $N(\mathbf G)$ is then a sum of products of coefficients. In a self-consistent calculation with norm-conserving pseudopotentials the coefficients do respond to strain, but at a stationary total energy their first-order response does not contribute. Ultrasoft and PAW methods also have augmentation charges and an overlap operator, whose strain dependence requires further terms not treated here. The Hartree stress is the partial derivative at fixed coefficients.

## The derivative of the exponential, and the stress

At fixed $z_c$, equation (4) gives

$$\frac{\partial e^{-gz_c}}{\partial\varepsilon_{ab}}=-z_ce^{-gz_c}\frac{\partial g}{\partial\varepsilon_{ab}}=+\frac{z_cG_aG_b}{g}e^{-gz_c}. \tag{5}$$

The sign is plus for $a=b$: stretching shortens the wave vector, and the exponential grows. The other factor obeys

$$\frac{\partial G^{-2}}{\partial\varepsilon_{ab}}=-G^{-4}(-2G_aG_b)=\frac{2G_aG_b}{G^4}.$$

The product rule applied to (2), where the exponential carries the factor $-c$, yields

$$\frac{\partial v}{\partial\varepsilon_{ab}}=G_aG_b\left[\frac{2v}{G^2}-\frac{4\pi}{G^2}\frac{z_c}{g}c\,e^{-gz_c}\right]. \tag{6}$$

For $g=0$ the derivative is zero, because a vanishing in-plane vector stays zero under strain.

Define the stress as a force per length, $\sigma_{ab}=A^{-1}\partial E/\partial\varepsilon_{ab}$, positive when stretching costs energy. Differentiating $1/\Omega$ in (1) gives $-\delta_{ab}/\Omega$, and therefore

$$\boxed{\sigma_{ab}=\frac1{2A\Omega}\sum_{\mathbf G}|N|^2\left\{-\delta_{ab}v+G_aG_b\left[\frac{2v}{G^2}-\frac{4\pi}{G^2}\frac{z_c}{g}c\,e^{-gz_c}\right]\right\}} \tag{7}$$

with the $G_aG_b$ part absent at $g=0$. Dividing by $L$ would give a stress per cell cross-section, which depends on the arbitrary vacuum height.

## The cutoff drops out of the complete result

Differentiate both sides of (3) with respect to strain. Since

$$\frac{d}{dg}\left(\frac{2\pi}{g}e^{-g|u|}\right)=-\frac{2\pi}{g^2}(1+g|u|)e^{-g|u|},$$

multiplication by $\partial g/\partial\varepsilon_{ab}=-G_aG_b/g$ gives

$$\frac1L\sum_k\frac{\partial v}{\partial\varepsilon_{ab}}e^{iku}=\frac{G_aG_b}{g^2}\,\frac{2\pi}{g}(1+g|u|)e^{-g|u|},\qquad|u|\le L/2.$$

Neither $L$ nor $z_c$ remains. Both terms of (6) are needed for this: each depends on $z_c$, and the dependence cancels in their sum.

For a neutral sheet of zero thickness, $u=0$ and the $g=0$ energy vanishes. Since $(G_x^2+G_y^2)/g^2=1$, the trace of the strain derivative is $-2E+E=-E$. This is Coulomb scaling, $E\propto1/\text{length}$. A slab of finite thickness follows the same scaling when all three directions are stretched, so $\partial E/\partial\varepsilon_{zz}=-E-\partial E/\partial\varepsilon_{xx}-\partial E/\partial\varepsilon_{yy}$ for the isolated neutral slab.

## How large is the exponential term?

Consider one element with $k=0$ and write $x=gz_c$. The bracket in (6) is then $(4\pi/g^4)[2(1-e^{-x})-xe^{-x}]$. Without the exponential's derivative it is $(4\pi/g^4)\,2(1-e^{-x})$. For small $x$ these behave as $x$ and $2x$, so the omission doubles the derivative. The ratio is 1.99 at $x=0.01$, 1.41 at $x=1$ and 1.02 at $x=5$.

A confined density involves many $k$, with alternating signs $c$, and much cancels. To sum them, note that for $kL/2=\pi n$

$$\int_{-L/2}^{L/2}\cosh(gu)\cos(ku)\,du=\frac{2g\,c\sinh(gL/2)}{g^2+k^2},$$

so that, for $|u|\le L/2$,

$$\frac1L\sum_k\frac{4\pi c}{G^2}e^{iku}=\frac{2\pi}{g}\frac{\cosh gu}{\sinh(gL/2)}.$$

Let $X_{ab}$ be the exponential term's share of $\partial E/\partial\varepsilon_{ab}$, and let $N(z)$ be the in-plane transform of the density at height $z$. With $e^{-y}/\sinh y=2/(e^{2y}-1)$ and $y=gL/2=gz_c$,

$$X_{ab}=-\frac{\pi z_c}{A}\sum_{\mathbf G_\parallel\ne0}\frac{G_aG_b}{g^2}\,\frac{2}{e^{gL}-1}\,{\rm Re}(F_+^*F_-),\qquad F_\pm=\int N(z)e^{\pm gz}dz. \tag{8}$$

The last factor comes from writing $\cosh g(z-z')$ as half the sum of $e^{gz}e^{-gz'}$ and $e^{-gz}e^{gz'}$. For spherical Gaussian clouds of width $s$, the in-plane factor $e^{-g^2s^2/2}$ cancels the factor $e^{+g^2s^2/2}$ from the $z$ integral. What remains is the point-charge sum $F_\pm=\sum_jq_je^{-i\mathbf G_\parallel\cdot\mathbf r_j\pm gz_j}$.

For a density thin compared with $L$, the single-element factor $e^{-gL/2}$ has thus become $2/(e^{gL}-1)$, which is roughly $2e^{-gL}$ for $gL$ well above 1 and $2/(gL)$ for small $gL$. For a density of thickness $D$, the product $F_+^*F_-$ can grow as $e^{gD}$, which at the limit $D=L/2$ offsets half of the exponent. In a narrow cell of side 5 bohr and height 30 bohr, the shortest $g$ is about $2\pi/5$ and $gL\approx38$, so the term is negligible. It matters in wide supercells whose charge varies over lengths comparable with $L$.

## Worked example: a neutral charge pattern

The model has three Gaussian clouds of width $s=1$ bohr and charges $+1,-2,+1$. The outer two sit at $\pm(8,4,0.5)$ bohr around the middle one. The lattice vectors are $(40,0)$ and $(10,40)$ bohr, so $A=1600$ bohr², and $L=20$ bohr, $z_c=10$ bohr. The parameters are round numbers and represent no material. The sign convention for charge is immaterial, since $E$ is quadratic.

The contributions to $\partial E/\partial\varepsilon_{ab}$, in Ha, are:

| | area | $1/G^2$ | exponential | total |
|---|---|---|---|---|
| $xx$ | −1.3017 | 1.0471 | −0.0128 | −0.2674 |
| $yy$ | −1.3017 | 0.8256 | −0.0058 | −0.4819 |
| $xy$ | 0 | 0.1479 | −0.0042 | 0.1437 |

The area term is $-E$. Dividing by $A$, $\sigma_{xx}=-0.2674/1600=-1.671\times10^{-4}$ Ha/bohr², or $-0.260$ N/m. Likewise $\sigma_{yy}=-0.469$ N/m and $\sigma_{xy}=0.140$ N/m. The negative diagonal values mean that this charge distribution lowers its energy by expanding in the plane. They are not the stress of a real slab, which also has kinetic, exchange-correlation and ionic parts.

## Finite differences of the energy

**Plane-wave energy.** The strained energy is (1) with $\mathbf G'=F^{-T}\mathbf G$, the same integer labels and the same $N$. The two-point difference $[E(h)-E(-h)]/2h$ for $xx$ misses the formula by $4.19\times10^{-5}$, $1.05\times10^{-5}$ and $2.62\times10^{-6}$ Ha at $h=0.04$, $0.02$ and $0.01$. Halving the step divides the error by four, as the leading error $h^2E'''/6$ requires. The four-point difference

$$\frac{8[E(h)-E(-h)]-[E(2h)-E(-2h)]}{12h},\qquad h=0.002,$$

agrees with the formula to all seven printed decimals for each component.

**Real-space energy.** The previous check would not reveal a wrong kernel. A second energy uses neither truncation nor Fourier series, but sums over lattice cells with

$$\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2r^2}dt.$$

Strain turns each cloud's covariance into $C=s^2FF^T$, where $F$ now includes the unchanged $z$ direction. The separation of two points drawn from two clouds is Gaussian, with the separation $\mathbf d$ of the centres as mean and covariance $2C$. Along a principal axis with covariance $2C_i$, the factor $e^{-t^2x^2}$ is itself a Gaussian of variance $1/(2t^2)$. Variances add under convolution, so its average is $(1+4t^2C_i)^{-1/2}\exp[-t^2d_i^2/(1+4t^2C_i)]$. The product over axes, integrated over $t$, is the cloud-cloud interaction.

The pattern has no charge and no dipole. Distant cells interact as quadrupoles, as $R^{-5}$, and the remainder of the planar sum falls as $R^{-3}$. It was extrapolated from sums reaching 10 and 20 cells. The unstrained energy is 1.30170083 Ha by both routes. The four-point strain derivatives are $-0.2674269$, $-0.4819358$ and $0.1437072$ Ha for $xx$, $yy$ and $xy$, again equal to $A$ times formula (7) to the printed digits.

Without the exponential term the errors would be 4.8%, 1.2% and 2.9% of the respective correct values.

## Clouds that keep their shape

Ionic charges can be represented by Gaussians whose width does not follow the strain. Then $|N|^2=|S|^2e^{-G^2s^2}$, where the structure factor $S$ is constant but the Gaussian is not. By (4), $\partial|N|^2/\partial\varepsilon_{ab}=2s^2G_aG_b|N|^2$, and $\partial E/\partial\varepsilon_{ab}$ gains

$$\frac{s^2}{\Omega}\sum_{\mathbf G}v|N|^2G_aG_b. \tag{9}$$

The totals become $0.3118$, $0.0779$ and $0.1566$ Ha for $xx$, $yy$ and $xy$. Differences of the real-space energy with rigid clouds give the same values. The $xx$ and $yy$ components have changed sign, so the rule for carrying the density must be stated with any Hartree stress.

These numbers can be understood by treating the pattern as isolated. The outer charges lie $d=\sqrt{80.25}=8.958$ bohr from the centre, so the point-charge interaction is

$$U=-\frac{4}{8.958}+\frac{1}{17.916}=-0.3907\ {\rm Ha}.$$

All separations are parallel, hence $\partial U/\partial\varepsilon_{xx}=-U\,d_x^2/d^2=0.3907\times64/80.25=0.3116$ Ha, close to the rigid-cloud value.

A cloud's self-energy is $(q^2/\pi)\int_0^\infty e^{-G^2s^2}dG=q^2/(2\sqrt\pi s)$. With $\sum q^2=6$ the total is 1.6926 Ha, and adding $U$ gives 1.3019 Ha, near the periodic energy. The self-energy scales as $1/s$ and is shared equally by three directions, so affine stretching along $x$ contributes $-1.6926/3=-0.564$ Ha. This accounts for most of the difference $-0.2674-0.3118=-0.579$ Ha between the two rules.

## Dependence on cell size

With the charge pattern held fixed, the $xx$ results are:

| side, $L$ (bohr) | total (Ha) | exponential term (Ha) | share |
|---|---|---|---|
| 10, 20 | −0.4190 | −1.86×10⁻⁵ | 0.004% |
| 20, 20 | −0.2119 | −5.83×10⁻³ | 2.8% |
| 40, 20 | −0.2674 | −1.28×10⁻² | 4.8% |
| 80, 20 | −0.2676 | −1.29×10⁻² | 4.8% |
| 40, 30 | −0.2674 | −2.33×10⁻³ | 0.87% |
| 40, 40 | −0.2674 | −4.84×10⁻⁴ | 0.18% |

The closed form (8) reproduces the exponential term in every row to the printed digits. At side 10 bohr the pattern, 17.9 bohr long, interleaves with its copies, and at side 20 bohr the outer charges of neighbouring copies are 9.0 bohr apart, as close as neighbours within the pattern. These two rows are therefore not weakly coupled copies of an isolated pattern.

The share levels off in wide cells instead of vanishing. As $A$ grows, $A^{-1}\sum_{\mathbf G_\parallel}$ becomes $\int d^2G_\parallel/(2\pi)^2$, and (8) tends to

$$X_{ab}\to-\frac{z_c}{4\pi}\int d^2G_\parallel\,\frac{G_aG_b}{g^2}\,\frac{2}{e^{gL}-1}\,{\rm Re}(F_+^*F_-),$$

a constant fixed by the pattern and $L$. The total also tends to a constant, that of an isolated pattern. Widening an otherwise empty cell therefore does not reduce the relative error of the omission. The error in the stress itself, $X_{ab}/A$, does fall as $1/A$, from 0.012 N/m at side 40 bohr to 0.003 N/m at side 80 bohr. If the added area is filled with a host crystal of short period, as in a defect supercell, $X_{ab}$ still levels off while the total grows with $A$, so the share falls as well.

In this wide-cell limit the decay with $L$ is a power law: for the present pattern $F_+^*F_-\propto g^4$ at small $g$, so $X_{ab}$ tends to $L^{-5}$ for large $L$, and the decay is exponential only when $L$ exceeds the cell side. Raising $L$ reduces the term in the table, while the complete derivative moves by about $10^{-13}$ Ha between $L=20$ and 40 bohr. If the stress as a force per length drifts with vacuum height while the energy does not, a missing exponential derivative is thus a likely cause, provided the density is confined and the other numerical settings are converged. A stress per cell volume must first be multiplied by $L$, since it falls as $1/L$ even when the derivative is complete.

## Where the formula stops applying

- **Thick densities.** If charges are separated by more than $L/2$ along $z$, (7) is still the derivative of (1), but that energy contains image interactions.
- **Charged totals.** The dropped constant adds $(2\pi/g)N(0)^2/(2A)$ as $g\to0$, which diverges and depends on strain through $A$. It cancels when electrons and ions are neutral together and are treated with the same kernel.
- **Strain along the normal.** If $L$ changes at fixed $z_c$, $kz_c$ is no longer a multiple of $\pi$ and the sine term returns. If $z_c$ follows $L/2$, its own derivative enters. Equation (7) covers neither case.

The numerical output below gives the computed values with more digits.

## Table of computed values

```
cell side 40 bohr, height L 20 bohr, zc 10 bohr, area 1600 bohr^2
charges (e): [ 1. -2.  1.]  cloud width (bohr): 1.0
position of first charge (bohr): [8.  4.  0.5]  third: opposite
Hartree energy, plane waves      1.30170083 Ha
Hartree energy, real-space sum   1.30170083 Ha
dE/d eps in Ha:
 xx: area -1.3017008, 1/G^2 1.0470664, exponential -0.0127924
     total -0.2674269, FD plane waves -0.2674269, FD real space -0.2674269
     stress -1.671418e-04 Ha/bohr^2 = -0.26022 N/m
     rigid clouds: formula 0.3117605, FD real space 0.3117605
 yy: area -1.3017008, 1/G^2 0.8255892, exponential -0.0058242
     total -0.4819358, FD plane waves -0.4819358, FD real space -0.4819358
     stress -3.012099e-04 Ha/bohr^2 = -0.46895 N/m
     rigid clouds: formula 0.0779264, FD real space 0.0779264
 xy: area 0.0000000, 1/G^2 0.1479210, exponential -0.0042139
     total 0.1437072, FD plane waves 0.1437072, FD real space 0.1437072
     stress 8.981699e-05 Ha/bohr^2 = 0.13984 N/m
     rigid clouds: formula 0.1566424, FD real space 0.1566424
two-point difference of plane-wave energy, xx, error in Ha:
 strain step 0.04: 4.192e-05
 strain step 0.02: 1.048e-05
 strain step 0.01: 2.620e-06
one Gz=0 element: derivative without / with the exponential part
 g zc = 0.01: ratio 1.9901
 g zc = 1.00: ratio 1.4104
 g zc = 5.00: ratio 1.0173
dE/d eps_xx (Ha): full, exponential term, its closed form, share
 side 10, L 20 bohr: -0.4190362, -1.857e-05, -1.857e-05, 0.0044 %
 side 20, L 20 bohr: -0.2118769, -5.828e-03, -5.828e-03, 2.7507 %
 side 40, L 20 bohr: -0.2674269, -1.279e-02, -1.279e-02, 4.7835 %
 side 80, L 20 bohr: -0.2676313, -1.291e-02, -1.291e-02, 4.8227 %
 side 40, L 30 bohr: -0.2674269, -2.335e-03, -2.335e-03, 0.8730 %
 side 40, L 40 bohr: -0.2674269, -4.839e-04, -4.839e-04, 0.1810 %
shift of full dE/d eps_xx, L 20 -> 30 bohr: 1.1e-13 Ha
shift of full dE/d eps_xx, L 20 -> 40 bohr: 1.1e-13 Ha
```
